**Two equal acid sites: counting, repulsion and tunnelling**

For a diprotic acid with two equal, independent sites of dissociation constant $K$, the macroscopic constants are $K_1=2K$ and $K_2=K/2$, so the pKa values differ by $\log_{10}4\approx0.602$. The program finds the stationary state of a four-microstate rate equation, reads $K_1$ and $K_2$ from their definitions, and asserts that they agree with these formulas at several proton activities. It also asserts that the acid has the same titration pH values as a monoprotic acid at twice the concentration. Further assertions cover unequal sites, a repulsion energy $W$ between the charged sites, the screening of that repulsion by salt, and a proton tunnelling amplitude $t$. For a site pK of 4.8 the output gives macroscopic values of 4.50 and 5.10. Estimated Coulomb repulsion at 1.0 nm in water raises the separation to about 0.91, and 0.10 mol/L of salt reduces the added part from 0.31 to 0.11. Tunnelling over that distance is negligible.

## Check in Python

```python
"""
Result under test: a diprotic acid with two equal, independent sites, each with
site dissociation constant K, has macroscopic constants K1 = 2K and K2 = K/2,
so pK2 - pK1 = log10(4).
Symbols: h proton activity (relative to 1 mol/L); Ka, Kb site constants;
W repulsion energy of two charged sites; t proton tunnelling amplitude;
kT thermal energy; eps relative permittivity; r distance between the charges.
Extensions tested: unequal sites, repulsion, salt screening and tunnelling.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq

EV = sc.e
LN10 = np.log(10.0)
IDEAL = np.log10(4.0)


def thermal_energy(temperature):
    """kT in eV."""
    return sc.k * temperature / EV


def stationary_populations(h, Ka, Kb, second_loss_factor=1.0):
    """Stationary state of proton binding and loss on two labelled sites.

    Binding rate per empty site is h; loss rate is the site constant, times
    second_loss_factor if the other site is already empty.
    """
    states = [(0, 0), (1, 0), (0, 1), (1, 1)]
    rates = np.zeros((4, 4))
    for start, state in enumerate(states):
        for site, constant in enumerate((Ka, Kb)):
            target = list(state)
            target[site] = 1 - state[site]
            end = states.index(tuple(target))
            if state[site] == 0:
                rate = h
            else:
                other_empty = state[1 - site] == 0
                rate = constant * (second_loss_factor if other_empty else 1.0)
            rates[end, start] += rate
            rates[start, start] -= rate
    rates /= np.abs(rates).max()
    rates[0, :] = 1.0
    return np.linalg.solve(rates, np.array([1.0, 0.0, 0.0, 0.0]))


def macroscopic_constants(h, Ka, Kb, second_loss_factor=1.0):
    """K1 and K2 from their definitions as ratios of species amounts."""
    p = stationary_populations(h, Ka, Kb, second_loss_factor)
    single = p[1] + p[2]
    return h * single / p[3], h * p[0] / single


# Rough example values
T = 298.15
site_pK = 4.8
distance = 1.0          # nm
eps_water = 78.4
salt = 0.1              # mol/L of a 1:1 salt
acid = 0.01             # mol/L of diprotic acid
mismatch = 0.01         # eV
barrier = 0.5           # eV above the proton's level
T_hot, eps_hot = 350.0, 62.0
eps_mixed, eps_film = 40.0, 4.0
K = 10.0 ** (-site_pK)
kT = thermal_energy(T)

# Equal independent sites: constants must not depend on h
for scale in (0.1, 0.7, 3.0, 10.0):
    first, second = macroscopic_constants(scale * K, K, K)
    assert np.isclose(first, 2 * K, rtol=1e-10)
    assert np.isclose(second, K / 2, rtol=1e-10)
K1, K2 = macroscopic_constants(K, K, K)
pK1, pK2 = -np.log10(K1), -np.log10(K2)
separation = pK2 - pK1
assert np.isclose(separation, IDEAL, atol=1e-10)


def species(h):
    """Fractions of H2A, HA-, A2- from the rate equation."""
    p = stationary_populations(h, K, K)
    return np.array([p[3], p[1] + p[2], p[0]])


at_site_pK = species(K)
at_pK1 = species(K1)
assert np.allclose(at_site_pK, [0.25, 0.5, 0.25], atol=1e-10)
assert np.allclose(at_pK1, [4 / 9, 4 / 9, 1 / 9], atol=1e-10)

# Titration: diprotic acid against a monoprotic acid at twice the amount
KW = 1e-14


def diprotic_charge(h, first, second):
    weights = np.array([h * h, first * h, first * second])
    return acid * (weights[1] + 2 * weights[2]) / weights.sum()


def monoprotic_charge(h):
    return 2 * acid * K / (K + h)


def solution_pH(base, acid_charge):
    def imbalance(pH):
        h = 10.0 ** (-pH)
        return base + h - KW / h - acid_charge(h)
    return brentq(imbalance, 0.0, 14.0, xtol=1e-12)


titration = []
for equivalents in (0.0, 0.5, 1.0, 1.5, 1.9):
    base = equivalents * acid
    pH_two = solution_pH(base, lambda h: diprotic_charge(h, K1, K2))
    pH_one = solution_pH(base, monoprotic_charge)
    assert abs(pH_two - pH_one) < 1e-8
    titration.append((equivalents, pH_two))
pH_split = solution_pH(0.5 * acid,
                       lambda h: diprotic_charge(h, 100 * K, K / 100))
assert abs(pH_split - titration[1][1]) > 0.1

# Unequal independent sites
for ratio in (0.01, 0.3, 2.0, 50.0):
    Kb = ratio * K
    first, second = macroscopic_constants(0.8 * K, K, Kb)
    assert np.isclose(first, K + Kb, rtol=1e-9)
    assert np.isclose(1 / second, 1 / K + 1 / Kb, rtol=1e-9)
    assert first / second > 4.0
first, second = macroscopic_constants(K, K, K * np.exp(-mismatch / kT))
mismatch_added = np.log10(first / second) - IDEAL


# Repulsion between charged sites
def coulomb_energy(eps, r_nm):
    """Repulsion in eV."""
    return sc.e / (4 * np.pi * sc.epsilon_0 * eps * r_nm * 1e-9)


def added_separation(energy, temperature):
    return energy / (thermal_energy(temperature) * LN10)


W = coulomb_energy(eps_water, distance)
hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9
assert np.isclose(W, hartree / (eps_water * distance / bohr_nm), rtol=1e-7)
for energy in (W, 0.1, -0.02):
    first, second = macroscopic_constants(K, K, K, np.exp(-energy / kT))
    assert np.isclose(np.log10(first / second),
                      IDEAL + added_separation(energy, T), atol=1e-8)
coulomb_added = added_separation(W, T)
quiet_distance = brentq(
    lambda r: added_separation(coulomb_energy(eps_water, r), T) - 0.05,
    0.1, 100.0)

# Salt screening: compare the exponential with a discretized radial equation
bjerrum = coulomb_energy(eps_water, 1.0) / kT
ion_density = salt * 1e3 * sc.N_A * 1e-27
screening_length = 1 / np.sqrt(8 * np.pi * bjerrum * ion_density)
small = 1e-4


def ion_charge(potential):
    return ion_density * (np.exp(-potential) - np.exp(potential))


response = (ion_charge(small) - ion_charge(-small)) / (2 * small)
step, points = 0.005, 2999
bands = np.zeros((3, points))
bands[0, 1:] = 1.0
bands[1] = -2.0 + 4 * np.pi * bjerrum * response * step**2
bands[2, :-1] = 1.0
source = np.zeros(points)
source[0] = -1.0
screened_profile = solve_banded((1, 1), bands, source)
index = int(round(distance / step)) - 1
salt_factor = np.exp(-distance / screening_length)
assert np.isclose(screened_profile[index], salt_factor, rtol=1e-4)
salt_added = coulomb_added * salt_factor


# Tunnelling between the sites, from the levels of each proton number
def tunnelling_ratio(t, temperature, g=-0.3):
    beta = 1 / thermal_energy(temperature)
    levels = np.linalg.eigvalsh(np.array([[g, -t], [-t, g]]))
    single = np.exp(-beta * levels).sum()
    return single**2 / np.exp(-beta * 2 * g)


for temperature in (280.0, T, 370.0):
    assert np.isclose(tunnelling_ratio(0.0, temperature), 4.0, rtol=1e-10)
    for t in (0.001, 0.02, 0.06):
        expected = 4 * np.cosh(t / thermal_energy(temperature))**2
        assert np.isclose(tunnelling_ratio(t, temperature), expected,
                          rtol=1e-10)
weak = 0.01 * kT
assert np.isclose(np.log10(tunnelling_ratio(weak, T) / 4),
                  (weak / kT)**2 / LN10, rtol=1e-3)


def decay_constant(height):
    """Decay of a proton wave per nm below a barrier of given height in eV."""
    return np.sqrt(2 * sc.m_p * height * EV) / sc.hbar * 1e-9


def double_well_levels(gap_points, dx=0.0002, height=0.5):
    """Two lowest proton levels in two square wells, each 0.04 nm wide."""
    wall = np.full(300, height)
    well = np.zeros(200)
    potential = np.concatenate(
        [wall, well, np.full(gap_points, height), well, wall])
    kinetic = sc.hbar**2 / (2 * sc.m_p * (dx * 1e-9)**2) / EV
    return eigh_tridiagonal(potential + 2 * kinetic,
                            np.full(len(potential) - 1, -kinetic),
                            eigvals_only=True, select="i",
                            select_range=(0, 1))


near, far = double_well_levels(150), double_well_levels(200)
splitting_ratio = (far[1] - far[0]) / (near[1] - near[0])
expected_ratio = np.exp(-decay_constant(0.5 - far.mean()) * 50 * 0.0002)
# The exponential law omits higher powers of the small overlap of the wells
assert np.isclose(splitting_ratio, expected_ratio, rtol=0.03)
tunnel_exponent = decay_constant(barrier) * distance
log_t = np.log10(barrier) - tunnel_exponent / LN10
log_tunnel_added = 2 * (log_t - np.log10(kT)) - np.log10(LN10)
assert log_tunnel_added < -20

print("INPUTS (rough model values)")
print(f"temperature: {T:.2f} K")
print(f"site pK: {site_pK:.2f}")
print(f"distance between charged sites: {distance:.2f} nm")
print(f"relative permittivity of water: {eps_water:.1f}")
print(f"acid concentration: {acid:.3f} mol/L")
print("IDEAL RESULT")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"site constant K: {K:.4e} (relative to 1 mol/L)")
print(f"macroscopic K1: {K1:.4e} (relative to 1 mol/L)")
print(f"macroscopic K2: {K2:.4e} (relative to 1 mol/L)")
print(f"ratio K1/K2: {K1 / K2:.6f}")
print(f"pK1: {pK1:.4f}")
print(f"pK2: {pK2:.4f}")
print(f"separation pK2 - pK1: {separation:.5f}")
print(f"counting free energy per step, kT ln 2: {kT * np.log(2):.5f} eV")
print(f"difference between steps, kT ln 4: {kT * np.log(4):.5f} eV")
print("fractions H2A, HA-, A2- at pH = site pK: "
      + ", ".join(f"{value:.4f}" for value in at_site_pK))
print("fractions H2A, HA-, A2- at pH = pK1: "
      + ", ".join(f"{value:.4f}" for value in at_pK1))
for equivalents, pH in titration:
    print(f"pH with {equivalents:.1f} mol base per mol acid: {pH:.4f}")
print(f"pH at 0.5 mol base if K1 = 100K, K2 = K/100: {pH_split:.4f}")
print("NEGLECTED EFFECTS (estimates)")
print(f"Coulomb repulsion in water: {W:.5f} eV")
print(f"added separation, water: {coulomb_added:.4f}")
print(f"total separation with repulsion: {IDEAL + coulomb_added:.4f}")
print(f"distance for added separation 0.05: {quiet_distance:.2f} nm")
print(f"salt concentration: {salt:.2f} mol/L")
print(f"screening length: {screening_length:.3f} nm")
print(f"salt factor on repulsion: {salt_factor:.4f}")
print(f"added separation with salt: {salt_added:.4f}")
hot_added = added_separation(coulomb_energy(eps_hot, distance), T_hot)
print(f"added separation at {T_hot:.0f} K, permittivity {eps_hot:.0f}: "
      f"{hot_added:.4f}")
for eps in (eps_mixed, eps_film):
    extra = added_separation(coulomb_energy(eps, distance), T)
    print(f"added separation at permittivity {eps:.0f}: {extra:.3f}")
print(f"site mismatch: {mismatch:.3f} eV")
print(f"added separation from mismatch: {mismatch_added:.4f}")
print(f"tunnelling barrier: {barrier:.2f} eV")
print(f"tunnelling exponent: {tunnel_exponent:.1f}")
print(f"log10 of tunnelling amplitude in eV: {log_t:.1f}")
print(f"log10 of added separation from tunnelling: {log_tunnel_added:.1f}")
print("done: every assertion held")
```

Printed output:

```
INPUTS (rough model values)
temperature: 298.15 K
site pK: 4.80
distance between charged sites: 1.00 nm
relative permittivity of water: 78.4
acid concentration: 0.010 mol/L
IDEAL RESULT
thermal energy kT: 0.02569 eV
site constant K: 1.5849e-05 (relative to 1 mol/L)
macroscopic K1: 3.1698e-05 (relative to 1 mol/L)
macroscopic K2: 7.9245e-06 (relative to 1 mol/L)
ratio K1/K2: 4.000000
pK1: 4.4990
pK2: 5.1010
separation pK2 - pK1: 0.60206
counting free energy per step, kT ln 2: 0.01781 eV
difference between steps, kT ln 4: 0.03562 eV
fractions H2A, HA-, A2- at pH = site pK: 0.2500, 0.5000, 0.2500
fractions H2A, HA-, A2- at pH = pK1: 0.4444, 0.4444, 0.1111
pH with 0.0 mol base per mol acid: 3.2556
pH with 0.5 mol base per mol acid: 4.3283
pH with 1.0 mol base per mol acid: 4.8014
pH with 1.5 mol base per mol acid: 5.2777
pH with 1.9 mol base per mol acid: 6.0791
pH at 0.5 mol base if K1 = 100K, K2 = K/100: 2.9831
NEGLECTED EFFECTS (estimates)
Coulomb repulsion in water: 0.01837 eV
added separation, water: 0.3105
total separation with repulsion: 0.9125
distance for added separation 0.05: 6.21 nm
salt concentration: 0.10 mol/L
screening length: 0.961 nm
salt factor on repulsion: 0.3534
added separation with salt: 0.1097
added separation at 350 K, permittivity 62: 0.3344
added separation at permittivity 40: 0.609
added separation at permittivity 4: 6.085
site mismatch: 0.010 eV
added separation from mismatch: 0.0163
tunnelling barrier: 0.50 eV
tunnelling exponent: 155.2
log10 of tunnelling amplitude in eV: -67.7
log10 of added separation from tunnelling: -132.6
done: every assertion held
```
